# Small-angle scattering by a screened Coulomb potential in the impulse approximation: test program

```python
# Result under test: for V(r) = A exp(-r/a)/r the straight-line impulse
# approximation gives the centre-of-mass deflection
#     theta1 = A K1(p/a) / (a E),
# p = impact parameter, E = relative energy = (reduced mass) v^2 / 2.
# The next term of the expansion in 1/E is theta2 = -(A/(a E))^2 K1(2p/a).
# Lengths are in nm, energies in eV, masses in u, angles in rad.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import k0, k1

# Round model parameters, regime of boron plasma doping of silicon
A, a, p = 100.0, 0.025, 0.075
m1, m2, E_lab = 11.0, 28.0, 5000.0
E = E_lab * m2 / (m1 + m2)
nodes, weights = np.polynomial.legendre.leggauss(240)
nodes, weights = 0.5 * (nodes + 1.0), 0.5 * weights


def potential(r):
    return A * np.exp(-r / a) / r


def force(r):
    return potential(r) * (1.0 / r + 1.0 / a)


def first_order(b, energy, strength=A, length=a):
    return strength * k1(b / length) / (length * energy)


def second_order(b, energy):
    return -(A / (a * energy))**2 * k1(2 * b / a)


def straight_line_angle(radial_force, b, energy, reach):
    def transverse(z):
        r = np.hypot(b, z)
        return radial_force(r) * b / r
    half = quad(transverse, 0, reach, epsabs=1e-12, epsrel=1e-11,
                limit=300)[0]
    return half / energy


def closest_approach(b, energy):
    def radial(r):
        return r * r * (1 - potential(r) / energy) - b * b
    return brentq(radial, b, b + A / energy, xtol=1e-17, rtol=1e-15)


def exact_angle_radial(b, energy):
    """Standard classical scattering integral, r = r0/(1-w^2)."""
    r0 = closest_approach(b, energy)
    r = r0 / (1 - nodes**2)
    root = np.sqrt(1 - potential(r) / energy - (b / r)**2)
    return np.pi - 2 * b * np.sum(weights * 2 * nodes / (r0 * root))


def exact_angle(b, energy):
    """Transformed integral over d(ln n), free of cancellation with pi."""
    r0 = closest_approach(b, energy)
    top = np.sqrt(60 * a)
    y = top * nodes
    r = r0 + y**2
    dlogn = force(r) / (2 * (energy - potential(r)))
    root = np.sqrt(r * r * (1 - potential(r) / energy) - b * b)
    return 2 * b * np.sum(top * weights * 2 * y * dlogn / root)


def two_body_run(lab_energy, b):
    """Integrate both particles in the laboratory, target free at rest."""
    speed = np.sqrt(2 * lab_energy / m1)
    start = 40 * a

    def motion(t, s):
        d = s[0:2] - s[2:4]
        r = np.hypot(d[0], d[1])
        f = force(r) * d / r
        return np.concatenate((s[4:8], f / m1, -f / m2))
    s0 = np.array([b, -start, 0, 0, 0, speed, 0, 0], dtype=float)
    run = solve_ivp(motion, (0, 2 * start / speed), s0, method="DOP853",
                    rtol=1e-11, atol=1e-13, max_step=0.02 / speed)
    assert run.success
    u1, u2 = run.y[4:6, -1], run.y[6:8, -1]
    rel = u1 - u2
    return (np.arctan2(rel[0], rel[1]), np.arctan2(u1[0], u1[1]),
            0.5 * m2 * np.dot(u2, u2))


# Straight-line integrals against the Bessel forms
for b in (0.5 * a, p, 6 * a):
    line = 2 * quad(lambda z: potential(np.hypot(b, z)), 0, 50 * a,
                    epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    assert abs(line / (2 * A * k0(b / a)) - 1) < 1e-8
    angle = straight_line_angle(force, b, E, 50 * a)
    assert abs(angle / first_order(b, E) - 1) < 1e-8

# Exact integrals against each other and against a two-particle trajectory
theta1, theta2 = first_order(p, E), second_order(p, E)
theta = exact_angle(p, E)
for b in (0.05, p, 0.10):
    assert abs(exact_angle_radial(b, E) - exact_angle(b, E)) < 1e-8
run_cm, run_lab, run_recoil = two_body_run(E_lab, p)
theta_lab = np.arctan2(m2 * np.sin(theta), m1 + m2 * np.cos(theta))
recoil = 4 * m1 * m2 / (m1 + m2)**2 * E_lab * np.sin(theta / 2)**2
assert abs(run_cm - theta) < 1e-7
assert abs(run_lab - theta_lab) < 1e-7
assert abs(run_recoil / recoil - 1) < 1e-5
fast_lab = two_body_run(20 * E_lab, p)[1]
assert abs(fast_lab / first_order(p, 20 * E_lab) - 1) < 0.005

# Relative errors left after one and two terms must fall as 1/E and 1/E^2
err1, err2 = [], []
for factor in (10, 20):
    true = exact_angle(p, factor * E)
    one = first_order(p, factor * E)
    err1.append((true - one) / one)
    err2.append((true - one - second_order(p, factor * E)) / one)
slope1, slope2 = err1[0] / err1[1], err2[0] / err2[1]
assert abs(slope1 - 2) < 0.05
assert abs(slope2 - 4) < 0.4

# Limits: Rutherford for p << a, and the size of the error for p >> a
E_fast = A / (p * 0.001)
rutherford = 2 * np.arctan(A / (2 * p * E_fast))
assert abs(first_order(p, E_fast, A, 1000 * p) / rutherford - 1) < 2e-5
far = 12 * a
far_one = first_order(far, E)
far_error = 1 - exact_angle(far, E) / far_one
far_ratio = far_error / (far_one * np.sqrt(far / (np.pi * a)))
assert abs(far_ratio - 1) < 0.1  # next asymptotic term is about 5 percent
far_form = A / (a * E) * np.sqrt(np.pi * a / (2 * far)) * np.exp(-far / a)
assert abs(far_form / straight_line_angle(force, far, E, 50 * a) - 1) < 0.05

# Effects outside the model; material inputs are rough
hbar_c = const.hbar * const.c / const.e * 1e9
e_squared = const.alpha * hbar_c
bohr = const.physical_constants["Bohr radius"][0] * 1e9
Z1, Z2 = 5, 14
zbl_c = np.array([0.18175, 0.50986, 0.28022, 0.02817])
zbl_d = np.array([3.19980, 0.94229, 0.40290, 0.20162])
zbl_a = 0.8854 * bohr / (Z1**0.23 + Z2**0.23)


def zbl_force(r):
    terms = zbl_c * np.exp(-zbl_d * r / zbl_a)
    return Z1 * Z2 * e_squared / r * np.sum(terms * (1 / r + zbl_d / zbl_a))


theta_zbl = straight_line_angle(zbl_force, p, E, 4.0)
zbl_sum = sum(first_order(p, E, Z1 * Z2 * e_squared * c, zbl_a / d)
              for c, d in zip(zbl_c, zbl_d))
assert abs(theta_zbl / zbl_sum - 1) < 1e-6

spacing, density, debye_T, temp = 0.235, 50.0, 550.0, 300.0
theta_neighbour = first_order(spacing - p, E)
debye_int = quad(lambda y: y / np.expm1(y), 0, debye_T / temp)[0]
u_squared = (3 * const.hbar**2 / (m2 * const.atomic_mass * const.k * debye_T)
             * ((temp / debye_T)**2 * debye_int + 0.25))
u_rms = np.sqrt(u_squared) * 1e9
speed = np.sqrt(2 * E_lab * const.e / (m1 * const.atomic_mass))
v_bohr = const.alpha * const.c
stopping = (8 * np.pi * e_squared * bohr * Z1**(7 / 6) * Z2
            / (Z1**(2 / 3) + Z2**(2 / 3))**1.5 * speed / v_bohr)
loss = stopping * density * spacing
mu = m1 * m2 / (m1 + m2) * const.atomic_mass
reduced_wave = const.hbar / (mu * speed) * 1e9
spread = reduced_wave / (2 * a)
duration = p * 1e-9 / speed
binding = const.k * debye_T / const.hbar * duration

print(f"strength A = {A:.0f} eV nm")
print(f"screening length a = {a:.3f} nm")
print(f"impact parameter p = {p:.3f} nm, p/a = {p/a:.2f}")
print(f"masses m1, m2 = {m1:.0f}, {m2:.0f} u")
print(f"laboratory energy = {E_lab:.0f} eV")
print(f"relative energy E = {E:.1f} eV")
print(f"A/(aE) = {A/(a*E):.4f} (dimensionless)")
print(f"K1(p/a) = {k1(p/a):.5f}, K1(2p/a) = {k1(2*p/a):.6f}")
print(f"V(p) = {potential(p):.1f} eV, V(p)/E = {potential(p)/E:.4f}")
print(f"theta1 = {theta1:.5f} rad = {np.degrees(theta1):.3f} deg")
print(f"theta2 = {theta2:.6f} rad, theta2/theta1 = {theta2/theta1:.4f}")
print(f"theta1 + theta2 = {theta1+theta2:.5f} rad")
print(f"exact classical angle = {theta:.5f} rad")
print(f"two-particle trajectory angle = {run_cm:.5f} rad")
print(f"theta1 excess over exact = {100*(theta1/theta-1):.2f} percent")
print(f"closest approach = {closest_approach(p, E):.5f} nm")
print(f"lab angle, impulse formula = {first_order(p, E_lab):.5f} rad")
print(f"lab angle, exact = {theta_lab:.5f} rad")
print(f"recoil energy, exact = {recoil:.3f} eV")
print("table: p (nm), theta1 (rad), theta1+theta2 (rad), exact (rad)")
for b in (0.050, 0.075, 0.100):
    one = first_order(b, E)
    print(f"  {b:.3f}  {one:.5f}  {one+second_order(b, E):.5f}"
          f"  {exact_angle(b, E):.5f}")
print(f"error ratio on doubling E: one term {slope1:.3f}, "
      f"two terms {slope2:.3f}")
print(f"p = 12a: error/(theta1 sqrt(p/(pi a))) = {far_ratio:.3f}")
print("effects outside the model (rough material inputs):")
print(f"ZBL potential, impulse angle = {theta_zbl:.5f} rad")
print(f"ZBL angle relative to theta1 = {theta_zbl/theta1:.3f}")
print(f"atom spacing = {spacing:.3f} nm")
print(f"opposite neighbour's angle = {theta_neighbour:.5f} rad")
print(f"neighbour/theta1 = {100*theta_neighbour/theta1:.1f} percent")
print(f"Debye temperature = {debye_T:.0f} K, target at {temp:.0f} K")
print(f"rms displacement along one axis = {u_rms:.4f} nm")
print(f"theta1 at p minus rms = {first_order(p-u_rms, E):.5f} rad")
print(f"theta1 at p plus rms = {first_order(p+u_rms, E):.5f} rad")
print(f"atom density = {density:.0f} per nm3")
print(f"electronic loss per spacing = {loss:.1f} eV")
print(f"loss/lab energy = {100*loss/E_lab:.2f} percent")
print(f"ion speed = {speed:.3e} m/s")
print(f"reduced de Broglie wavelength = {reduced_wave:.2e} nm")
print(f"diffraction spread for width a = {spread:.2e} rad")
print(f"spread/theta1 = {100*spread/theta1:.1f} percent")
print(f"collision time p/v = {duration:.2e} s")
print(f"Debye frequency times p/v = {binding:.4f} (dimensionless)")
print("done: every assertion held")
```

Printed output:

```
strength A = 100 eV nm
screening length a = 0.025 nm
impact parameter p = 0.075 nm, p/a = 3.00
masses m1, m2 = 11, 28 u
laboratory energy = 5000 eV
relative energy E = 3589.7 eV
A/(aE) = 1.1143 (dimensionless)
K1(p/a) = 0.04016, K1(2p/a) = 0.001344
V(p) = 66.4 eV, V(p)/E = 0.0185
theta1 = 0.04475 rad = 2.564 deg
theta2 = -0.001669 rad, theta2/theta1 = -0.0373
theta1 + theta2 = 0.04308 rad
exact classical angle = 0.04315 rad
two-particle trajectory angle = 0.04315 rad
theta1 excess over exact = 3.71 percent
closest approach = 0.07568 nm
lab angle, impulse formula = 0.03213 rad
lab angle, exact = 0.03098 rad
recoil energy, exact = 1.885 eV
table: p (nm), theta1 (rad), theta1+theta2 (rad), exact (rad)
  0.050  0.15585  0.14035  0.14184
  0.075  0.04475  0.04308  0.04315
  0.100  0.01391  0.01372  0.01372
error ratio on doubling E: one term 1.996, two terms 3.991
p = 12a: error/(theta1 sqrt(p/(pi a))) = 0.956
effects outside the model (rough material inputs):
ZBL potential, impulse angle = 0.03678 rad
ZBL angle relative to theta1 = 0.822
atom spacing = 0.235 nm
opposite neighbour's angle = 0.00097 rad
neighbour/theta1 = 2.2 percent
Debye temperature = 550 K, target at 300 K
rms displacement along one axis = 0.0075 nm
theta1 at p minus rms = 0.06433 rad
theta1 at p plus rms = 0.03133 rad
atom density = 50 per nm3
electronic loss per spacing = 10.8 eV
loss/lab energy = 0.22 percent
ion speed = 2.962e+05 m/s
reduced de Broglie wavelength = 2.72e-05 nm
diffraction spread for width a = 5.43e-04 rad
spread/theta1 = 1.2 percent
collision time p/v = 2.53e-16 s
Debye frequency times p/v = 0.0182 (dimensionless)
done: every assertion held
```
